# Can midgap interface states follow a 50 mV/s gate ramp?

## Problem

A capacitor on p-type silicon has a 10 nm thermal oxide, doping $N_A=10^{16}$ cm$^{-3}$ and an interface-state density $D_{it}=10^{11}$ cm$^{-2}$ eV$^{-1}$. The temperature is 300 K, so $V_T=kT/q=25.85$ mV. The states have a capture cross-section $\sigma=10^{-16}$ cm$^2$. Take the thermal speed as $v=10^7$ cm/s and the intrinsic density as $n_i=10^{10}$ cm$^{-3}$.

(a) Estimate the emission time of a state at midgap.

(b) The gate voltage rises at $R=50$ mV/s, from accumulation towards inversion. Do the midgap states stay near equilibrium as the Fermi level passes them? Judge this by the error in their occupancy, by their delay in surface potential compared with $V_T$, and by the error in the interface capacitance.

Engineering units are used throughout. "Midgap" means the intrinsic level $E_i$, and $q$ is the positive elementary charge.

## Solution

### The emission time

Let $f$ be the probability that a state at energy $E_t$ holds an electron. In p-type silicon a midgap state exchanges charge mainly with the valence band, at least until the surface reaches midgap. Electron exchange is added later.

A filled state captures a hole at the rate $\sigma v p_s$, where $p_s$ is the hole density at the surface. An empty state emits a hole at a rate $e_p$, which follows from detailed balance. In equilibrium the two flows cancel:

$$e_p(1-f_0)=\sigma v p_s f_0 .$$

The equilibrium occupancy and the non-degenerate hole density obey

$$\frac{f_0}{1-f_0}=e^{(E_F-E_t)/kT},\qquad p_s=n_i e^{(E_i-E_F)/kT}.$$

Any level degeneracy is absorbed in the effective energy $E_t$. On multiplying the two expressions, the Fermi level cancels, as it must for a property of the state:

$$e_p=\sigma v n_i e^{(E_i-E_t)/kT}.$$

At midgap the exponential is one, so

$$\tau=\frac{1}{\sigma v n_i}=\frac{1}{10^{-16}\times10^{7}\times10^{10}\ \text{s}^{-1}}=0.1\ \text{s}.$$

This answers (a). It is an order-of-magnitude value, because $\sigma$, $v$ and $n_i$ are all round numbers.

### How fast the surface potential moves

The states respond to the surface potential $\psi$, which takes up a fraction $s=d\psi/dV_G$ of the gate ramp. To find $s$, neglect electrons and write the magnitude of the semiconductor charge density as $qN_A(1-e^{-\psi/V_T})$. One integration of Poisson's equation gives the surface field $F$:

$$F^2=\frac{2}{\varepsilon}\int_0^\psi qN_A\left(1-e^{-\psi'/V_T}\right)d\psi'
\simeq\frac{2qN_A}{\varepsilon}(\psi-V_T).$$

The dropped term contains $e^{-\psi/V_T}$, which is $10^{-6}$ when the surface is at midgap. The charge per area is therefore

$$Q=\varepsilon F=qN_AW,\qquad W=\sqrt{\frac{2\varepsilon(\psi-V_T)}{qN_A}} .$$

Since $Q^2=2\varepsilon qN_A(\psi-V_T)$, differentiation gives $2Q\,dQ/d\psi=2\varepsilon qN_A$. Hence $C_d=dQ/d\psi=\varepsilon/W$.

The interface states add a capacitance $C_{it}=qD_{it}$ when they follow fully. The gate voltage is $\psi$ plus the total charge divided by $C_{ox}$, apart from a constant. Thus

$$\frac{dV_G}{d\psi}=1+\frac{C_d+C_{it}}{C_{ox}},\qquad
s=\frac{C_{ox}}{C_{ox}+C_d+C_{it}} .$$

The surface is at midgap when $\psi=V_T\ln(N_A/n_i)=0.357$ V, where $W=207$ nm. The capacitances are $C_{ox}=345.3$, $C_d=50.0$ and $C_{it}=16.0$ nF/cm$^2$, so

$$s=\frac{345.3}{345.3+50.0+16.0}=0.839 .$$

Integrating the full Poisson charge, electrons included, gives the same value to the digits shown. Between $2V_T$ before and $2V_T$ after midgap, $s$ goes from 0.830 to 0.847, so it may be held constant during the crossing. The surface potential then rises at $sR=42.0$ mV/s and takes 0.62 s to move by $V_T$.

### The lag of one midgap state

Define $u=(E_F-E_t)/kT$ at the surface. For a midgap state $p_s=n_ie^{-u}$, and the rate equation is

$$\frac{df}{dt}=e_p(1-f)-\sigma v p_s f=\frac{1}{\tau}\left[(1-f)-e^{-u}f\right].$$

The ramp gives $du/dt=sR/V_T$. Since $f_0=1/(1+e^{-u})$, changing the variable from $t$ to $u$ yields

$$\lambda\frac{df}{du}=1-\frac{f}{f_0},\qquad
\lambda=\frac{\tau sR}{V_T}=\frac{0.1\times42.0}{25.85}=0.162 .$$

The number $\lambda$ compares the emission time with the time in which the surface potential moves by $V_T$. Equilibrium requires $\lambda\ll1$.

Write $f=f_0-\delta$. The right side becomes $\delta/f_0$, so $\delta=\lambda f_0\,df/du$. To first order in $\lambda$ the derivative may be taken from $f_0$, for which $df_0/du=f_0(1-f_0)$. This gives

$$\delta=\lambda f_0^2(1-f_0).$$

The error is positive: on the upward ramp the state holds too few electrons. Setting the derivative $2f_0-3f_0^2$ to zero places the maximum at $f_0=2/3$, where

$$\delta_{\max}=\frac{4\lambda}{27}=0.024 .$$

The mean delay is the area between the two occupancy curves. Integration by parts shows that this area is the mean value of $u$ at which the state fills, minus its equilibrium value:

$$\int_{-\infty}^{\infty}\delta\,du=\lambda\int_0^1 f_0\,df_0=\frac{\lambda}{2}.$$

In surface potential the delay is $V_T\lambda/2=\tau sR/2=2.1$ mV. It corresponds to 0.05 s, half the emission time, because hole capture also helps the state to relax. Numerical integration of the rate equation at this $\lambda$ gives a peak error of 0.024 and a mean delay of 2.2 mV, so the first-order laws serve well here.

Reversing the ramp changes the sign of $\lambda$. To first order the state then holds too many electrons by the same amount, provided that it starts near equilibrium. The filling curves for the two directions are separated by about 4 mV in surface potential.

### The error in the interface capacitance

A capacitance measurement sees a spectrum of states. Let $D_{it}$ and $\sigma$ be independent of energy, and define

$$\epsilon=\frac{E_t-E_i}{kT},\qquad a=\frac{E_F-E_i}{kT},\qquad u=a-\epsilon .$$

The emission time is now $\tau e^{\epsilon}$. The argument above holds for each state with $\lambda$ replaced by $\lambda e^\epsilon$. Because $e^{\epsilon}=e^a e^{-u}=e^a(1-f_0)/f_0$,

$$\delta=\lambda e^{\epsilon}f_0^2(1-f_0)=\lambda e^a f_0(1-f_0)^2 .$$

At fixed $a$, a sum over $\epsilon$ is an integral over $f_0$ from 0 to 1 with $d\epsilon\to df_0/[f_0(1-f_0)]$. The missing electron charge, in units of $qD_{it}V_T$, is

$$M=\int\delta\,d\epsilon=\lambda e^a\int_0^1(1-f_0)\,df_0=\frac{\lambda e^a}{2}.$$

In these units the equilibrium charge grows by one per unit of $a$. The fractional loss of $C_{it}$ is therefore $dM/da$, which equals $\lambda/2=8.1\%$ at midgap. Time integration of the whole spectrum gives 6.6%, so the first-order law overstates this loss. The factor $e^a$ shows that hole exchange alone becomes too slow as the surface moves beyond midgap.

### What electron exchange changes

The conduction band also exchanges electrons with the states. Assume the same $\sigma$ and $v$ for this process. Near midgap the surface layer holds about $8\times10^3$ electrons per cm$^2$, while there are $D_{it}kT=2.6\times10^9$ states per cm$^2$ within $kT$. The layer can store almost no charge. If no electrons arrive from elsewhere, and the depletion field keeps the present ones at the surface, the net electron flow into the whole spectrum must vanish. Electrons can move charge between states, but holes must change the total.

Let $b=e^a$ and let the surface electron density be $n_ib(1-\eta)$, where $\eta$ is a small deficit. With rates in units of $1/\tau$,

$$\lambda\frac{df}{da}=b(1-\eta)(1-f)-e^\epsilon f+e^{-\epsilon}(1-f)-\frac{f}{b}.$$

Insert $f=f_0-\delta$, keep first-order terms, and write $g=f_0(1-f_0)$:

$$\lambda g=r\delta-\eta b(1-f_0),\qquad r=b+e^\epsilon+e^{-\epsilon}+\frac1b .$$

Using $e^\epsilon=b(1-f_0)/f_0$, the electron part is $b+e^\epsilon=b/f_0$ and the hole part is $e^{-\epsilon}+1/b=1/[b(1-f_0)]$. Their sum is

$$r=\frac{D}{bg},\qquad D=b^2(1-f_0)+f_0,\qquad
\delta=\frac{bg}{D}\left[\lambda g+\eta b(1-f_0)\right].$$

Zero net electron flow means

$$\int\left[\frac{b}{f_0}\delta-\eta b(1-f_0)\right]d\epsilon=0 .$$

After $\delta$ is inserted, the two terms in $\eta$ combine to $\eta b(1-f_0)[b^2(1-f_0)/D-1]=-\eta bg/D$. Define integrals over $f_0$ from 0 to 1:

$$A=\int\frac{1-f_0}{D}df_0,\qquad B=\int\frac{df_0}{D},\qquad I=\int\frac{g}{D}df_0 .$$

The condition becomes $\lambda b^2A-\eta bB=0$, so $\eta=\lambda bA/B$. The missing charge is

$$M=\int\frac{\delta}{g}\,df_0=\lambda b\left(I+\frac{b^2A^2}{B}\right).$$

At midgap $b=D=1$, which gives $A=1/2$, $B=1$, $I=1/6$ and $M=5\lambda/12$.

For the capacitance, use $db/da=b$. At midgap $dD/da=2(1-f_0)$, and therefore

$$\frac{dA}{da}=-\frac23,\qquad \frac{dB}{da}=-1,\qquad \frac{dI}{da}=-\frac16 .$$

The bracket in $M$ changes at the rate

$$-\frac16+2A^2+2A\frac{dA}{da}-A^2\frac{dB}{da}
=-\frac16+\frac12-\frac23+\frac14=-\frac1{12}.$$

The prefactor $b$ contributes the bracket itself, $5/12$. Hence $dM/da=\lambda(5/12-1/12)=\lambda/3$.

The first-order loss is now 5.4%, and time integration gives 4.9%. Both are smaller than the corresponding values for hole exchange alone, which is thus the more cautious estimate at midgap in this example.

### The judgement

At 50 mV/s the midgap states stay near equilibrium. For hole exchange alone, the occupancy of one midgap state is wrong by at most about 0.024, and its mean delay is about 2 mV, or 8% of $V_T$. These two figures are not upper limits. Once the surface has passed midgap, scarce surface electrons can carry charge from the midgap states to higher ones. This raises the peak error slightly, to about 0.027, and gives the error a long tail. The mean delay then depends on how far the tail is counted. It is about 4 mV up to the onset of strong inversion, roughly double the hole-only value, and it grows slowly beyond that while staying well below $V_T$. With the surface at midgap, the interface capacitance is low by 5 to 7% of its equilibrium value; the loss grows quickly as the surface moves further towards inversion. It is about 13% with electron exchange and 25% with holes alone at $2V_T$ past midgap, and about 30% and 50% at $4V_T$, so the verdict covers midgap and not the upper half of the gap. With the larger of the two midgap losses, the total low-frequency capacitance of 55.5 nF/cm$^2$ falls by 1.3%, since most of the semiconductor capacitance comes from the depletion layer.

The parameter $\lambda$ reaches one at a ramp of 308 mV/s, so the margin is about a factor of six. The table changes one setting at a time. It keeps $s$ fixed, and keeps $\sigma$ fixed in the two temperature cases. There,

$$\frac{\tau(T)}{\tau(300\ \text{K})}=\left(\frac{300\ \text{K}}{T}\right)^2
\exp\left[\frac{E_{g0}}{2k}\left(\frac1T-\frac1{300\ \text{K}}\right)\right].$$

The square comes from $v\propto T^{1/2}$ and the prefactor $T^{3/2}$ of $n_i$. The energy $E_{g0}=1.21$ eV is a rough linear extrapolation of the gap to 0 K.

| Case | $\tau$ (s) | $\lambda$ | Near equilibrium? |
|---|---:|---:|---|
| 50 mV/s, 300 K | 0.10 | 0.16 | yes |
| 500 mV/s | 0.10 | 1.6 | no |
| $\sigma=10^{-17}$ cm$^2$ | 1.0 | 1.6 | no |
| 280 K | 0.61 | 1.1 | no |
| 320 K | 0.020 | 0.031 | yes |

At 500 mV/s, for hole exchange alone, the peak occupancy error is 0.20 and the mean delay is 26 mV, about $V_T$ itself. The smaller cross-section gives the same $\lambda$ and hence, in the single-state equation, the same errors. Cooling by 20 K uses up the whole margin, mainly through the fall of $n_i$.

### Comparison with a real capacitor

The oxide thickness and doping are rough typical values for a test capacitor. The chosen $D_{it}$ suits a moderately good interface; a well-annealed one can be about ten times better. Rough band masses give mean speeds of $1.5\times10^7$ cm/s for holes and $2.1\times10^7$ cm/s for electrons. If $\sigma$ is kept, $\tau$ becomes 0.066 or 0.048 s, which strengthens the verdict. One assumption that could overturn it is the single value of $\sigma$: real cross-sections are uncertain and can vary with energy, and a tenfold reduction is enough. Tunnelling is negligible here. With the surface at midgap, the oxide field is about 0.11 MV/cm if there is no fixed oxide charge and the interface states are neutral at flat band. A 3.1 eV barrier with mass $0.4\,m_e$ attenuates the current by roughly $e^{-114}$.

The verdict does not extend to strong inversion. There $\psi$ is nearly fixed, and the inversion layer must take up a current $C_{ox}R=17.3$ nA/cm$^2$. For a rough generation lifetime $\tau_g=100$ µs and a depletion width $W_{inv}=304$ nm, the bulk supplies $qn_iW_{inv}/\tau_g=0.5$ nA/cm$^2$. Interface states at a surface empty of carriers alternately emit electrons and holes, and generate at most

$$\frac{qD_{it}V_T}{\tau}\int_{-\infty}^{\infty}\frac{d\epsilon}{e^\epsilon+e^{-\epsilon}}
=\frac{\pi}{2}\,\frac{qD_{it}V_T}{\tau}=6.5\ \text{nA/cm}^2 .$$

The integral is $\pi/2$, as the substitution $y=e^\epsilon$ shows. Even together these sources fall short for this lifetime. The conclusion depends on $\tau_g$: below about 3 µs the bulk term alone would exceed $C_{ox}R$. In the dark, and without a contact that supplies electrons, this capacitor would be driven into deep depletion later in the ramp, although its midgap states were near equilibrium when the Fermi level passed them. The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature 300 K; kT/q 25.85 mV
cross-section 1.0e-16 cm2; thermal speed 1.0e+07 cm/s
intrinsic density 1.0e+10 cm^-3
midgap hole emission time 0.100 s
oxide 10 nm; doping 1.0e+16 cm^-3
D_it 1.0e+11 cm^-2 eV^-1; ramp 50 mV/s
relative permittivities: Si 11.7, oxide 3.9
midgap surface potential 0.3572 V
depletion width 207.0 nm
C_ox 345.3, C_d 50.0, C_it 16.0 nF/cm2
slope s: formula 0.8394, Poisson 0.8394
slope 2kT before 0.8304, 2kT after 0.8466
surface potential ramp 41.97 mV/s
time to cross kT/q 0.616 s
lag parameter lam 0.1623
ramp at which lam = 1: 308 mV/s
peak occupancy error: first order 0.0241, full 0.0240
mean delay: first order 2.10 mV, full 2.16 mV
at 500 mV/s: lam 1.623, peak error 0.2037
at 500 mV/s: mean delay 25.83 mV
missing charge / (D_it kT), holes only 0.0725
missing charge / (D_it kT), with electrons 0.0633
C_it loss, holes only: first order 8.12 %, full 6.55 %
C_it loss, with electrons: first order 5.41 %, full 4.87 %
total capacitance 55.46 nF/cm2; loss 1.34 %
rough masses: m_l 0.92, m_t 0.19, hole 0.5 m_e
mean speeds: free 1.08e+07, electron 2.08e+07 cm/s
mean hole speed 1.52e+07 cm/s
tau with electron speed 0.0480 s
tau with hole speed 0.0657 s
at 280 K: tau 0.6108 s, lam 1.0624
at 320 K: tau 0.0204 s, lam 0.0310
cross-section 1.0e-17 cm2: tau 1.00 s, lam 1.623
surface electrons 8.08e+03 cm^-2
traps within kT 2.59e+09 cm^-2
generation lifetime 100 us (rough)
depletion width at strong inversion 303.9 nm
inversion current needed 17.27 nA/cm2
bulk generation current 0.49 nA/cm2
largest interface generation current 6.51 nA/cm2
bulk hole density / rough band density 3.3e-04
oxide field at midgap 0.113 MV/cm
rough tunnel barrier 3.1 eV, mass 0.4 m_e
tunnelling attenuation exponent 114.1
```
